# Electrode Voltage Drop from Total Screening Charge and Its Centroid Depth

**Q:** A metal electrode next to a ferroelectric film carries screening charge in a thin layer. Device models describe that layer by a single length. The real profile could be exponential, flat, peaked below the surface or oscillating. How can one length settle the voltage lost there?

**A:** Let us see what electrostatics alone requires. Take a planar electrode and measure the depth $x$ from its interface with the film, so that $x=0$ is the surface and $x$ grows into the metal. Let $\rho(x)$ be the screening charge density and $\varepsilon$ the absolute background permittivity, the same at every depth. I use SI equations, with $e>0$ the elementary charge. Define

$$q=\int_0^\infty\rho\,dx,\qquad M=\int_0^\infty x\rho\,dx,\qquad V=\phi(\infty)-\phi(0).$$

Here $q$ is charge per area, $M$ is its first moment, and $V$ is the potential of the bulk relative to the surface. I assume that $\int|\rho|\,dx$ and $\int x|\rho|\,dx$ are finite, and that no current flows, so the field vanishes in the bulk.

**Q:** You have not said what makes the charge arrange itself as it does.

**A:** That is not needed yet. Gauss's law for the displacement component along $x$ is $D'(x)=\rho(x)$. Integrating from $x$ to the bulk, where $D=0$, gives

$$0-D(x)=\int_x^\infty\rho(x')\,dx',\qquad D(x)=-\int_x^\infty\rho(x')\,dx'.$$

On the film side of the surface, $D=-q$. The minus sign is right: field lines leave a positively charged electrode towards the film, against the direction of increasing depth.

Since $\phi'=-D/\varepsilon$,

$$V=\int_0^\infty\phi'\,dx=-\frac1\varepsilon\int_0^\infty D\,dx=\frac1\varepsilon\int_0^\infty dx\int_x^\infty dx'\,\rho(x').$$

**Q:** The profile is still there, inside a double integral.

**A:** Exchange the order of integration. The region is $0<x<x'<\infty$. For a fixed $x'$, the variable $x$ runs from $0$ to $x'$, and the integrand does not depend on it. The inner integral is therefore the length $x'$:

$$V=\frac1\varepsilon\int_0^\infty dx'\,\rho(x')\int_0^{x'}dx=\frac1\varepsilon\int_0^\infty x'\rho(x')\,dx'=\frac M\varepsilon.$$

The exchange is allowed because $\int x|\rho|\,dx$ is finite. If $q\neq0$, define the centroid depth $\bar x=M/q$. Then

$$\boxed{V=\frac{q\,\bar x}{\varepsilon}}$$

Two profiles with the same $q$ and $\bar x$, in electrodes of the same $\varepsilon$, have the same drop. Physically, a charge element at depth $x'$ produces a field over the stretch between itself and the surface. It contributes in proportion to that length, and adding contributions linear in depth gives the mean depth.

**Q:** Suppose the density changes sign, as it does when electrons oscillate near a surface. Is the centroid still a depth inside the charge layer?

**A:** Not necessarily, but the formula survives. One caveat first: at zero temperature the electron oscillations decay as $\cos(2k_Fx)/x^2$, with $k_F$ the Fermi wavenumber, so $\int x|\rho|\,dx$ diverges logarithmically and the exchange of integrals needs another justification. Integrating $-\int_0^L D\,dx$ by parts gives $-LD(L)+\int_0^L x\rho\,dx$; here $D(L)$ falls as $1/L^2$, so the boundary term vanishes and $V=M/\varepsilon$ holds with $M$ as a conditionally convergent integral. Now the sign of the centroid. Put a sheet of charge $+2$ at depth 1 and a sheet of $-1$ at depth 3, in arbitrary units. Then $q=1$ and $M=2-3=-1$, so $\bar x=-1$, which lies outside the electrode. The drop is negative although the total charge is positive.

If $q=0$, the centroid is undefined and one returns to $V=M/\varepsilon$. For example,

$$\rho(x)=q_0\left[\frac{e^{-x/a}}a-\frac{e^{-x/2a}}{2a}\right]$$

has zero total charge. The two normalized exponentials have mean depths $a$ and $2a$, so $M=q_0(a-2a)=-q_0a$ and $V=-q_0a/\varepsilon$. A neutral double layer shifts the potential without sending any field into the film.

**Q:** Real metals are made of atoms. The charge also varies along the surface.

**A:** If the lateral variation is periodic and $\varepsilon$ is uniform, average Poisson's equation $\varepsilon\nabla^2\phi=-\rho$ over a lateral cell. The terms $\partial_y^2\phi$ and $\partial_z^2\phi$ integrate to differences of slopes at opposite cell edges, which cancel. What remains is $\varepsilon\bar\phi''=-\bar\rho$ for the plane averages, and the proof applies to them, provided $\bar\rho$ is the induced screening charge and $\bar\phi$ the potential change it causes; the total charge of the lattice oscillates throughout the bulk and does not decay.

**Q:** And if a current does flow?

**A:** Then the bulk field is not zero. Stop at a depth $L$ beyond the screening layer, where the field is $E_b$. Now $D(x)=\varepsilon E_b-\int_x^L\rho\,dx'$, and the same integration gives

$$\phi(L)-\phi(0)=\frac1\varepsilon\int_0^Lx\rho\,dx-E_bL.$$

The last term is the change that the bulk field alone would produce over this depth. If the conductivity is uniform up to the surface, it is the ohmic drop. It grows with the chosen length and must be treated separately.

**Q:** You put great weight on uniform permittivity. Would a modest variation near the surface matter?

**A:** It changes the weight given to each depth. With $\varepsilon(x)$ inside the integral, the same exchange yields

$$V=\int_0^\infty\rho(x)\,s(x)\,dx,\qquad s(x)=\int_0^x\frac{dx'}{\varepsilon(x')}.$$

For uniform permittivity $s=x/\varepsilon$, and the first moment appears. Otherwise $s$ is curved and other features of the profile enter.

The converse can be shown too. Compare a thin sheet of charge $q$ at depth $x$ with two sheets of $q/2$ at $x-h$ and $x+h$. They share the same total and centroid. If their drops must agree, then

$$s(x)=\tfrac12[s(x-h)+s(x+h)],$$

or $s(x+h)-s(x)=s(x)-s(x-h)$. Requiring this for all $0<h\le x$ makes the increments of $s$ over successive intervals of length $h$ equal, so $s(nh)=n\,s(h)$ for every integer $n$ and every $h$. Thus $s$ is proportional to depth for all rational ratios of depths, and by continuity for all depths. Its slope $1/\varepsilon$ is then constant. So uniform permittivity is both sufficient and necessary if the rule is to hold for every profile.

**Q:** I would like to see it work on profiles that really differ.

**A:** Take $q=12.699\ \mu\mathrm{C/cm^2}$, $\bar x=a=0.1217$ nm and a relative permittivity of 4. These values come from a capacitor that we can examine afterwards. The formula gives

$$V=\frac{(0.12699\ \mathrm{C/m^2})(0.1217\times10^{-9}\ \mathrm m)}{4(8.854\times10^{-12}\ \mathrm{F/m})}\approx0.436\ \mathrm V.$$

I chose four shapes and scaled each to this charge and centroid:

- an exponential, $e^{-x/a}$;
- a uniform slab from $0$ to $2a$;
- a buried peak, $t^3e^{-t}$ with $t=4x/a$;
- a sign-changing profile, $e^{-t}(1+3\cos4t)$, with $t$ proportional to $x$.

Direct integration of Poisson's equation from the bulk to the surface gives 0.43630 V for all four.

Now keep the charges fixed but let $\varepsilon(x)=\varepsilon(1+e^{-x/a})$, so that the surface permittivity is twice the bulk value. The drops become 0.302 V for the exponential, 0.285 V for the slab, 0.280 V for the buried peak and 0.335 V for the sign-changing profile. The largest exceeds the smallest by 19.5 %.

**Q:** Can you account for any of those four values by hand?

**A:** The exponential one. Here

$$s(x)=\frac1\varepsilon\int_0^x\frac{dx'}{1+e^{-x'/a}}=\frac a\varepsilon\ln\frac{1+e^{x/a}}2.$$

With $t=x/a$, integrate by parts. The boundary terms vanish, because the logarithm is zero at $t=0$ and $e^{-t}$ suppresses it at infinity:

$$V=\frac{qa}\varepsilon\int_0^\infty e^{-t}\ln\frac{1+e^t}2\,dt=\frac{qa}\varepsilon\int_0^\infty\frac{e^{-t}}{1+e^{-t}}\,dt=\frac{qa}\varepsilon\ln2.$$

This is $0.4363\times0.693=0.302$ V. For the other two positive profiles, expand $s$ about the centroid. The linear term averages to zero, and the next term is $\frac12s''(a)$ times the variance. The variances of the exponential, slab and buried peak are $a^2$, $a^2/3$ and $a^2/4$. Since $s''>0$, this second-order estimate puts their drops in the order found.

**Q:** So far the centroid was handed to us. What sets it in a metal?

**A:** A model of the electrons is needed. In the Thomas–Fermi model, a free-electron gas of bulk density $n_0$ and Fermi energy $E_F$ responds locally. With $\phi=0$ in the bulk,

$$n=n_0\left(1+\frac{e\phi}{E_F}\right)^{3/2},\qquad \rho=e(n_0-n).$$

For $|e\phi|\ll E_F$, $\rho\approx-\frac{3e^2n_0}{2E_F}\phi$. Poisson's equation becomes

$$\phi''=\frac{\phi}{\lambda^2},\qquad \lambda^2=\frac{2\varepsilon E_F}{3e^2n_0}.$$

The solution that vanishes in the bulk is $\phi\propto e^{-x/\lambda}$, and $\rho$ has the same shape. Its mean depth is $\lambda$, so $\bar x=\lambda$ in the linear limit.

**Q:** Then $V$ is proportional to $q$, and $\varepsilon/\lambda$ is simply a capacitance per area.

**A:** In that limit, yes. The theorem itself does not make $V$ proportional to $q$, because the centroid may move as charge is added. To find that movement, multiply the nonlinear Poisson equation by $\phi'$ and integrate from the bulk to the surface. With $|\phi'(0)|=|q|/\varepsilon$ and surface potential $\phi_s=-V$,

$$\frac{q^2}{2\varepsilon}=en_0\int_0^{\phi_s}\left[\left(1+\frac{e\phi}{E_F}\right)^{3/2}-1\right]d\phi.$$

Set $u=e\phi_s/E_F$. Since $(1+v)^{3/2}-1=\frac32v+\frac38v^2+\dots$, the right side is

$$n_0E_F\left(\tfrac34u^2+\tfrac18u^3+\dots\right)=\tfrac34n_0E_Fu^2\left(1+\tfrac u6+\dots\right).$$

Taking the square root gives $|q|\approx\sqrt{\tfrac32\varepsilon n_0E_F}\,|u|(1+u/12)$. The theorem then supplies the centroid:

$$\bar x=\frac{\varepsilon|\phi_s|}{|q|}=\frac{\varepsilon E_F|u|}{e|q|}\approx\lambda\left(1-\frac u{12}\right).$$

Where electrons are depleted, $u<0$ and the centroid lies deeper than $\lambda$. Where they accumulate, $u>0$ and it is shallower. For a small added charge $dq$, the relevant length is $d(q\bar x)/dq=\bar x+q\,d\bar x/dq$, the centroid of the added charge. A small-signal capacitance therefore measures this length rather than $\bar x$.

**Q:** How do these drops act back on a ferroelectric film? With both electrodes at the same potential, I would expect no field.

**A:** The bulk potentials are equal, but the potentials at the two film surfaces are not. Let the film occupy $0<z<d$, with permittivity $\varepsilon_f$ and a fixed polarization $P$ pointing from left to right. The left electrode carries $+\sigma$ and the right one $-\sigma$. Identical electrodes leave no work-function difference.

Gauss's law gives the displacement in the film along $+z$ as $\sigma$. Hence

$$\varepsilon_fE_f+P=\sigma.$$

Set both bulk potentials to zero. Applying the theorem to each electrode, with depth measured into that electrode,

$$\phi(0)=-\frac{\sigma\bar x_L}\varepsilon,\qquad \phi(d)=+\frac{\sigma\bar x_R}\varepsilon.$$

With $S=(\bar x_L+\bar x_R)/\varepsilon$, the film field is

$$E_f=-\frac{\phi(d)-\phi(0)}d=-\frac{\sigma S}d.$$

Insert this into the first relation: $P=\sigma(1+\varepsilon_fS/d)$. Therefore

$$\sigma=P\,\frac{d/\varepsilon_f}{d/\varepsilon_f+S},\qquad E_f=\frac{\sigma-P}{\varepsilon_f}=-\frac P{\varepsilon_f}\,\frac S{d/\varepsilon_f+S}.$$

The field opposes $P$; it is the depolarization field. At fixed $P$ and $S$, a thick film has $E_f\approx-PS/d$, which tends to zero. In the opposite formal limit $d/\varepsilon_f\ll S$, the electrodes hardly screen and $E_f\to-P/\varepsilon_f$. If $S\to0$, screening is perfect and the field vanishes.

**Q:** Put in numbers for a memory capacitor.

**A:** I take round values in the rough range of a hafnium zirconium oxide film between titanium nitride electrodes: $d=10$ nm, film relative permittivity 30 and $P=15\ \mu\mathrm{C/cm^2}$. The electrodes are modelled as a free-electron gas with $5\times10^{22}$ electrons/cm³ and background relative permittivity 4. This gives $E_F=4.95$ eV and $\lambda=0.1208$ nm.

The nonlinear equations for the whole capacitor, solved numerically, give centroid depths of 0.1217 nm on the depleted left and 0.1199 nm on the accumulated right. The expansion agrees: on the left $u=-0.4363/4.949=-0.088$, so $\bar x\approx0.1208(1+0.0073)=0.1217$ nm. The electron density at that surface is 12.9 % below its bulk value.

Using relative permittivities, the two lengths to compare are

$$\frac{0.1217+0.1199}4=0.0604\ \mathrm{nm},\qquad \frac{10}{30}=0.3333\ \mathrm{nm}.$$

The screened fraction is $0.3333/(0.3333+0.0604)=0.847$, so $\sigma=12.7\ \mu\mathrm{C/cm^2}$. The electrode drops have magnitudes 0.4363 V and 0.4300 V. Their sum lies across the film:

$$E_f=-\frac{0.4363+0.4300}{10}\ \mathrm{V/nm}=-0.0866\ \mathrm{V/nm}=-0.866\ \mathrm{MV/cm}.$$

The closed formula and the full numerical solution both give $-0.8663$ MV/cm.

**Q:** A centroid of 0.12 nm is smaller than an atom. Do you believe it?

**A:** I trust the electrostatic relation more than this centroid. The Fermi wavelength is 0.551 nm, longer than the screening layer, so a local Thomas–Fermi response is not quantitatively justified. A natural scale for quantum displacement of the charge is $1/k_F=0.088$ nm, where $k_F$ is the Fermi wavenumber.

With the other parameters fixed, moving both centroids deeper by that amount changes the field to $-1.35$ MV/cm. Moving both shallower gives $-0.27$ MV/cm. These are estimates of sensitivity, not bounds. For small changes,

$$\frac{d\ln|E_f|}{d\ln S}=1-\frac S{d/\varepsilon_f+S}=\frac\sigma P=0.847,$$

so a 1 % error in the summed centroid depth produces about a 0.85 % error in the field.

If electrons spill into the film, part of the charge lies where the permittivity is different. The uniform-electrode formula then no longer covers the whole charge, and the depth-dependent weight $s$ is needed.

**Q:** How close is the model to an actual device?

**A:** The film thickness, polarization and permittivity are ordinary rough values for such capacitors; the electrode permittivity and free-electron mass are much less certain. The calculated field is 0.87 of a rough coercive field of 1 MV/cm, so holding $P$ rigid is doubtful: a real film may partly switch or form domains. It is 0.22 of a rough breakdown field of 4 MV/cm. Real interfaces can also contain a nonpolar layer. Such a layer of thickness $t$ and permittivity $\varepsilon_i$ carries the displacement $\sigma$ and drops $\sigma t/\varepsilon_i$, so it adds $t/\varepsilon_i$ to $S$. With the film thickness and centroids held fixed, one layer of 0.5 nm and relative permittivity 15 changes the field to $-1.24$ MV/cm, 43 % larger in magnitude.

**Q:** Trapped charge could work the other way.

**A:** It could. Place trapped sheets $+\tau$ at the left edge of the film and $-\tau$ at the right. The displacement inside the film becomes $\sigma+\tau$, so $\varepsilon_fE_f=\sigma+\tau-P$, while the loop condition remains $E_fd=-\sigma S$. The earlier algebra holds with $P$ replaced by $P-\tau$. At fixed $S$, trapped charge equal to half of $P$ would halve the field to about $-0.43$ MV/cm. How much is trapped in a given device is outside this model.

**Q:** Are heat or tunnelling likely to spoil the static picture first?

**A:** Not within this model. At 85 °C, $k_BT/E_F=0.0062$, and thermal corrections to the degenerate electron response enter as the square of this ratio. For tunnelling, I assume a rough flat-band barrier of 2 eV and an effective mass of 0.2 electron masses. The electrode drop lowers the barrier at the right film edge to 1.57 eV. Using that lowest value across all 10 nm gives a lower bound of 57.4 on the tunnelling exponent $2\int\kappa\,dz$, where $\kappa$ is the decay constant of the wave function. Direct tunnelling is therefore strongly suppressed. Leakage through defects is not included in that estimate.

The values used here are collected in the numerical output below. Of the uncertainties sized above, the largest are the location of the charge and the state of the interfaces. The electrode permittivity and the electron mass $m$ can matter as much: in the linear Thomas–Fermi limit at fixed electron density, $\bar x/\varepsilon=\lambda/\varepsilon$ is proportional to $1/\sqrt{\varepsilon m}$. An electrode relative permittivity of 1 instead of 4 doubles $S$, and the field formula then gives about $-1.5$ MV/cm; a value of 10 gives about $-0.58$ MV/cm. Once $q$, $\bar x$ and a uniform $\varepsilon$ are known, the remaining details of the charge profile cannot change the electrode drop.

## Calculated quantities

```
INPUTS (round model values)
film thickness: 10.0 nm
film relative permittivity: 30
polarization: 15.0 uC/cm2
electrode relative permittivity: 4
electrode electron density: 5.0e+22 cm^-3
ELECTRODE MODEL
Fermi energy: 4.949 eV
Fermi wavelength: 0.551 nm
linear Thomas-Fermi length: 0.1208 nm
SHORTED CAPACITOR, FULL NUMERICAL SOLUTION
screening charge, left: 12.699 uC/cm2
screening charge, right: -12.699 uC/cm2
screened fraction of polarization: 0.8466
centroid depth, left (depleted): 0.1217 nm
centroid depth, right (accumulated): 0.1199 nm
drop V, left, from potential: 0.4363 V
drop V, left, from q*xbar/eps: 0.4363 V
drop V, right, from potential: -0.4300 V
drop V, right, from q*xbar/eps: -0.4300 V
electron depletion at left surface: 0.129 of bulk
sum of xbar/relative permittivity: 0.0604 nm
film thickness/relative permittivity: 0.3333 nm
film field, numerical: -0.8663 MV/cm
film field, formula: -0.8663 MV/cm
SAME CHARGE AND CENTROID AS LEFT ELECTRODE
exponential: uniform eps 0.43630 V, graded eps 0.30242 V
uniform slab: uniform eps 0.43630 V, graded eps 0.28472 V
buried peak: uniform eps 0.43630 V, graded eps 0.28041 V
sign-changing: uniform eps 0.43630 V, graded eps 0.33503 V
spread of drops with graded eps: 19.5 %
neutral double layer, drop: -0.4363 V
NEGLECTED EFFECTS
quantum centroid scale 1/kF: 0.0877 nm
field, both centroids deeper by 1/kF: -1.346 MV/cm
field, both shallower by 1/kF: -0.267 MV/cm
added layer: 0.5 nm, relative permittivity 15
field with added layer: -1.239 MV/cm
kT/Fermi energy at 358.15 K: 0.00624
tunnel barrier 2.0 eV, mass 0.2 m_e (rough)
lowest barrier in film: 1.570 eV
tunnelling exponent, lower bound: 57.4
field/rough coercive field 1 MV/cm: 0.87
field/rough breakdown field 4 MV/cm: 0.22
```
